Sheet Density at the Second-Subband Threshold of a Hard-Wall Film

**Problem**

A semiconducting oxide film has thickness L = 5 nm. Its conduction electrons have effective mass m = 0.3 m0, where m0 is the free-electron mass. The band is parabolic and isotropic, with one valley and two spin states. The potential is flat inside the film and the walls are impenetrable. The film is uniformly doped, so that it is neutral without a gate.

At zero temperature electrons are added until the Fermi level reaches the bottom of the second subband. What is the sheet density at that point, and how does it depend on the mass? How far can the answer be trusted for a film in the rough regime of indium-oxide-based semiconductors?

"Filling up to the second subband" means here that the first subband is filled up to the energy at which the second begins. The second subband is still empty. Electron–electron interaction is left out at first and sized later.

**A first estimate by scaling**

The ideal problem contains ħ, m and L. A sheet density has the dimension of one over length squared. The constants ħ and m enter the Schrödinger equation through ħ²/m, which has the dimension of energy times length squared. No other energy is given, so ħ²/m cannot be turned into a length. The density must therefore have the form

n = C/L²,

with C a pure number. The mass cannot appear, although it sets every energy in the problem.

Taking C = 1 gives

n ≈ 1/(5 nm)² = 0.04 nm⁻² = 4 × 10¹² cm⁻².

The estimate fixes the power of L and the absence of m. It does not fix C, which requires the levels and a count of states.

**Exact solution of the ideal model**

Let z run across the film from 0 to L. The wavefunction separates into a plane wave along the film and a function χ(z) that satisfies

−(ħ²/2m) χ″ = E χ, χ(0) = χ(L) = 0.

The condition at z = 0 selects sin(k_z z), and the condition at z = L requires k_z L = jπ with j = 1, 2, 3, … Normalization gives

χ_j(z) = √(2/L) sin(jπz/L),

E_j = ħ²π²j²/(2mL²).

Energies are measured from the flat band bottom. An electron in subband j with in-plane wavevector k has energy E_j + ħ²k²/(2m). The spacing that matters is

Δ = E_2 − E_1 = (4 − 1) ħ²π²/(2mL²) = 3ħ²π²/(2mL²).

For the given mass, ħ²/(2m) = 0.127 eV nm². Hence

E_1 = 0.127 × (π/5)² eV = 50.1 meV,

E_2 = 4E_1 = 200.5 meV, Δ = 150.4 meV.

Now count the in-plane states. In a large area S with periodic boundary conditions, each allowed wavevector occupies an area 4π²/S in the k plane. At zero temperature the first subband fills a circle of radius k_F. With two spins per wavevector, the number of electrons is

N = 2 × πk_F² × S/(4π²) = S k_F²/(2π),

so that

n = k_F²/(2π).

The highest filled state has energy E_F = E_1 + ħ²k_F²/(2m). Solving for k_F² and inserting it gives

n = (1/2π)(2m/ħ²)(E_F − E_1) = g (E_F − E_1), g = m/(πħ²).

The constant g is the density of states of one subband per unit area, with spin included. Here it is 1.253 × 10¹⁴ eV⁻¹ cm⁻².

At the threshold E_F = E_2. The density is then

n_c = gΔ = [m/(πħ²)] × [3ħ²π²/(2mL²)] = 3π/(2L²).

With the numbers,

n_c = 1.253 × 10¹⁴ × 0.1504 cm⁻² = 1.885 × 10¹³ cm⁻²,

or 1.885 × 10¹⁷ m⁻². This is the answer for the ideal film.

The mass cancels because a heavier electron has more states per unit energy, in proportion to m, while its levels lie closer together, in proportion to 1/m. A direct count confirms this. The levels were found by diagonalizing a discretized film, and the in-plane states below the second level were counted in a periodic square of side 1000 nm. Masses of 0.15, 0.3 and 1.0 m0 all gave 1.885 × 10¹³ cm⁻² to the digits shown.

**Comparison with the estimate**

The scaling argument gave the correct dependence on thickness and mass, but its value was too small by the factor

C = 3π/2 ≈ 4.7.

The origin of this number can be read from the wavevectors. At the threshold, the fastest in-plane electron of the first subband has the same energy as an electron at rest in the plane of the second. In an isotropic band these two states have the same total wavevector:

k_F² + (π/L)² = (2π/L)².

Thus k_F² = 3π²/L², which gives k_F = 1.088 nm⁻¹. Division by 2π, from the count of states, yields C = 3π²/(2π) = 3π/2. The estimate had in effect replaced 3π² and 2π by numbers of order one.

The inverse square also gives the sensitivity to thickness. A film of 4.5 nm has n_c = 2.33 × 10¹³ cm⁻², and one of 5.5 nm has 1.56 × 10¹³ cm⁻². A change of half a nanometre therefore moves the answer by +23% or −17% relative to the 5-nm value.

**What else can change the constant**

The equality of total wavevectors does not require a parabolic band. It holds for an isotropic dispersion that rises steadily with the total k², provided the walls still select k_z = jπ/L. An example is

E(1 + αE) = ħ²k²/(2m), α = 0.5 eV⁻¹,

where k is now the total wavevector. Let E_j′ be the new subband bottoms, defined by E_j′(1 + αE_j′) = E_j. At fixed subband index, k_z is fixed, so differentiating the dispersion with respect to the in-plane k² gives a density of states g(1 + 2αE). Integration from E_1′ to E_2′ gives

n = g[E + αE²] between E_1′ and E_2′ = g(E_2 − E_1) = n_c.

The spacing falls from 150.4 to 134.7 meV, but the density stays at 1.885 × 10¹³ cm⁻². The larger density of states makes up for the smaller spacing.

An anisotropic mass does change the result. Let m_p be the mass in the plane and m_z the mass across the film. The first enters g and the second enters Δ:

n_c = [m_p/(πħ²)] × [3ħ²π²/(2m_z L²)] = (m_p/m_z) × 3π/(2L²).

For m_p = 0.6 m0 and m_z = 0.3 m0 the direct count gives 3.77 × 10¹³ cm⁻², twice the isotropic value. Several equivalent valleys with the same masses multiply the density by their number.

A different reading of the question would fill the second subband as well, up to the bottom of the third. Since E_3 = 9E_1, the two occupied subbands then contribute

n = g[(E_3 − E_1) + (E_3 − E_2)] = gE_1(8 + 5) = 13π/(2L²),

where gE_1 = π/(2L²) was used. This is 8.17 × 10¹³ cm⁻², more than four times the density asked for.

**Temperature and finite walls**

The corrections below are evaluated one at a time, with the other parts of the ideal model kept.

At temperature T, with k_B Boltzmann's constant and μ the chemical potential, subband j contains

n_j = ∫ g dE / {exp[(E − μ)/(k_B T)] + 1}, from E_j to infinity.

Put x = (E − μ)/(k_B T). Since 1/(eˣ + 1) is the derivative of −ln(1 + e⁻ˣ), the integral is

n_j = g k_B T ln{1 + exp[(μ − E_j)/(k_B T)]}.

At 300 K, k_B T = 25.9 meV. Holding the total density at n_c gives μ = 188.0 meV, about 12.5 meV below E_2. Even so, 8% of the electrons are in higher subbands. At room temperature the onset of the second subband is gradual.

Real walls have finite height. Take a barrier V = 3 eV, with the same mass outside. Inside the film write χ = sin(kz + δ); outside, to the left, χ is proportional to exp(κz). Here

k² + κ² = k_0², k_0 = √(2mV)/ħ.

Continuity of χ and χ′ at z = 0 gives k cot δ = κ, hence tan δ = k/κ and sin δ = k/k_0. By symmetry the same phase is lost at the other wall, so kL + 2δ = jπ, or

kL = jπ − 2 arcsin(k/k_0).

For small k/k_0 the arcsine is nearly k/k_0, and k ≈ jπ/(L + 2/k_0). The film acts as if it were thicker by 2/k_0 = 2√(0.127/3) nm ≈ 0.41 nm. Solving the full condition lowers the spacing to 128.2 meV and the threshold density to 1.61 × 10¹³ cm⁻², 15% below the ideal value. The mass no longer cancels, because V provides a second energy scale.

**Electrostatics in the doped film**

The electrons gather near the middle of the film, while the donors are spread evenly. The resulting potential energy U(z) follows from Poisson's equation. With permittivity ε and only the first subband occupied, the charge density is −en(χ_1² − 1/L), and an electron's potential energy is −e times the electrostatic potential. Therefore

U″ = −(e²n/ε)(χ_1² − 1/L) = (e²n/εL) cos(2πz/L),

because χ_1² = [1 − cos(2πz/L)]/L. The film is neutral and no external field is applied, so U′ vanishes at both walls. Two integrations give, apart from a constant,

U = −A cos(2πz/L), A = e²nL/(4π²ε).

The average of the cosine is −1/2 in χ_1² and zero in χ_2² = [1 − cos(4πz/L)]/L. To first order E_1 rises by A/2 and E_2 does not move. The spacing shrinks, since the first subband sits where the electrons repel one another most. The threshold condition n/g = Δ − A/2 becomes

n[1 + g e²L/(8π²ε)] = gΔ,

n = n_c / [1 + g e²L/(8π²ε)].

For a relative permittivity of 9, A/2 is 24 meV at density n_c. The second term in the bracket is therefore 24/150.4 = 0.16, and n = 1.63 × 10¹³ cm⁻². A self-consistent solution, in which the wavefunctions respond to U, gives 1.66 × 10¹³ cm⁻², 12% below the ideal value.

At fixed density n_c the self-consistent spacing is 130.1 meV, a reduction of 20 rather than 24 meV. Most of the difference can be traced. The matrix element of U between levels 1 and 3 is −A/2, so level 1 acquires an admixture c ≈ 24/(8 × 50.1) ≈ 0.06 of χ_3. The added density 2cχ_1χ_3 contains (2c/L) cos(2πz/L), which weakens the original charge modulation by 2c, or 12%. That removes about 3 of the 24 meV.

**Exchange**

Exchange acts between electrons of equal spin. Its size can be estimated from the Coulomb interaction in mixed coordinates: in-plane wavevector q and distance z across the film. The interaction v then satisfies

v″ − q²v = −(e²/ε) δ(z).

The decaying solution is proportional to exp(−q|z|), and its slope must jump by −e²/ε at z = 0. Hence

v(q, z) = [e²/(2εq)] exp(−q|z|).

The first-order exchange shift of a state in subband i with wavevector k is

Σ_i(k) = −∫ d²k′/(4π²) [e²/(2εq)] F_i(q), q = |k − k′|,

F_i(q) = ∫∫ dz dz′ χ_i(z)χ_1(z) exp(−q|z − z′|) χ_i(z′)χ_1(z′),

with k′ inside the occupied circle. At density n_c this gives −61.4 meV for the first subband at k_F and −22.5 meV for the empty second subband at k = 0. The threshold compares these two states, so exchange alone raises the effective spacing by 39 meV.

This is opposite in sign to the electrostatic shift and, in this unscreened first-order form, larger; its size depends strongly on how exchange is treated. It is computed without screening by the electrons themselves and without correlation, and the film's permittivity is assumed to hold outside the film as well. Surroundings of lower permittivity, such as silicon dioxide, would make the exchange shift larger. The value 9 is also the static permittivity, which includes the response of the ions; the shift scales as 1/ε, so the smaller optical permittivity would enlarge it too. The number therefore shows a scale and is no final correction. The net sign of the interaction effect on n_c is left open by these numbers.

**If the electrons come from a gate**

Suppose a gate on one side supplies the electrons and there are no donors. By Gauss's law the field at the film surface next to the gate is en/ε, or 3.8 MV/cm at n_c, and it falls to zero at the far side. The flat potential has then lost its justification: this surface field times the thickness corresponds to 1.9 eV, far above Δ.

The self-consistent spacing is nevertheless 167.5 meV, only 11% above the flat-well value. This closeness comes from a cancellation. Without donors, U contains two parts beyond the cosine: a linear tilt and the inverted parabola −(e²n/2εL)(z − L/2)². The tilt is odd about the middle and gives no first-order shift. For the parabola one needs

⟨(z − L/2)²⟩_j = L²[1/12 − 1/(2π²j²)].

The value for j = 2 exceeds that for j = 1 by 3L²/(8π²), so the parabola changes the spacing by

−(e²nL/ε) × 3/(16π²) ≈ −1.9 eV × 0.019 ≈ −36 meV.

Together with the −24 meV found above, first order predicts a drop of 60 meV. The terms beyond first order, which include the effect of the tilt, must supply about +77 meV to reach the computed spacing. They are larger than the first-order terms, so perturbation theory in the flat well is unsuitable here. At n_c the filled states still end 150.4 meV above the first subband bottom, and the second subband remains 17 meV higher. In this electrostatic model the gated film has not yet reached its threshold.

The gate insulator sets a further limit. The product of permittivity and field is continuous across an interface without fixed charge. In silicon dioxide, with relative permittivity 3.9, the field would be 3.79 × 9/3.9 = 8.75 MV/cm. That is close to the rough breakdown scale of 10 MV/cm, and it is the field at n_c, below the gated threshold. Filling even the 167.5 meV found above takes g × 167.5 meV ≈ 2.1 × 10¹³ cm⁻², or about 9.7 MV/cm, so the threshold itself lies at the breakdown scale.

**The case of an oxide film**

The parameters are rough values for indium-oxide-based semiconductors. A mass of 0.3 m0 and a permittivity near 9 are reasonable for this family, while the 3 eV barrier is an assumed round value. A thickness of 5 nm is thin but belongs to the range of interest for transistor channels. The sheet density corresponds to n_c/L = 3.8 × 10¹⁹ cm⁻³, a degenerate doping that approaches the range of conducting oxides and is high for a channel that must switch off easily.

In an amorphous film of modest mobility, the assumption that fails most severely is that of sharp subbands. Take a mobility of 20 cm²/(V s), a rough value for amorphous oxides. With the Drude relation, mobility = eτ/m, the scattering time is τ = 3.4 fs, and the energy broadening is about

ħ/τ = 193 meV.

This exceeds the spacing of 150 meV. The two would be equal at a mobility of 25.7 cm²/(V s), and a clearly resolved threshold needs a mobility well above that. The estimate identifies the transport time with the lifetime of a state, which is appropriate for scattering equally into all directions. If small-angle scattering dominates, the lifetime is shorter and the broadening larger.

The Drude picture is itself near its limit here. With Fermi velocity v_F = ħk_F/m and mean free path ℓ = v_Fτ,

k_Fℓ = ħk_F²τ/m = 2(E_F − E_1)τ/ħ = 2 × 150.4/193 ≈ 1.6.

A wave that scatters after about a quarter of its wavelength is poorly described as a plane wave. The mean free path, ℓ ≈ 1.6/k_F ≈ 1.4 nm, is also shorter than the film thickness, so the standing waves across the film are not well formed. For such a film 1.9 × 10¹³ cm⁻² is only a reference value from the ideal model, and no sharp feature should be expected there. In a crystalline film of high mobility and uniform thickness, at low temperature, the threshold can be meaningful. Finite walls or donor electrostatics, each taken alone, then lower it by 10 to 15% for the parameters used here, and exchange acts the other way. The wall figure assumes the same mass in the barrier; a heavier barrier mass, a lighter mass in the film or a lower barrier makes it larger. The numerical output below lists the values behind these estimates.

Calculated quantities

```
Effective mass: 0.3 m0
Film thickness: 5 nm
hbar^2/(2m): 0.127 eV nm^2
First subband E1: 50.14 meV
Second subband E2: 200.5 meV
Spacing E2-E1: 150.4 meV
Density of states per subband: 1.253e+14 1/(eV cm^2)
Fermi wavevector at threshold: 1.088 1/nm
Threshold density n_c: 1.885e+13 cm^-2
Threshold density n_c in SI: 1.885e+17 m^-2
Counted density, mass 0.3: 1.885e+13 cm^-2
Counted density, mass 0.15: 1.885e+13 cm^-2
Counted density, mass 1.0: 1.885e+13 cm^-2
Counted, in-plane mass 0.6, normal mass 0.3: 3.769e+13 cm^-2
Density to third subband bottom: 8.168e+13 cm^-2
Equivalent volume density n_c/L: 3.77e+19 cm^-3
Non-parabolicity parameter: 0.5 1/eV
Non-parabolic spacing: 134.7 meV
Non-parabolic threshold density: 1.885e+13 cm^-2
Temperature: 300 K
Thermal energy kT: 25.85 meV
Chemical potential at n_c and 300 K: 188 meV
Share in higher subbands at 300 K: 8.25 %
Finite barrier height: 3 eV
Finite-wall spacing: 128.2 meV
Finite-wall threshold density: 1.606e+13 cm^-2
Relative permittivity of film: 9 (no unit)
First-order Hartree reduction at n_c: 24 meV
Self-consistent doped-film spacing at n_c: 130.1 meV
First-order Hartree threshold: 1.626e+13 cm^-2
Self-consistent Hartree threshold: 1.657e+13 cm^-2
Exchange shift, subband 1 at kF: -61.4 meV
Exchange shift, subband 2 at k=0: -22.5 meV
Exchange change of threshold spacing: 38.8 meV
One-sided gate: field at film surface: 3.79 MV/cm
One-sided gate: spacing at n_c: 167.5 meV
Relative permittivity of gate oxide: 3.9 (no unit)
Field in silicon dioxide gate insulator: 8.75 MV/cm
Assumed mobility: 20 cm^2/(V s)
Scattering time: 3.41 fs
Disorder broadening hbar/tau: 193 meV
Mobility where hbar/tau equals spacing: 25.7 cm^2/(V s)
Threshold density for 4.5 nm: 2.327e+13 cm^-2
Threshold density for 5.5 nm: 1.558e+13 cm^-2
```
